# Distant Charge-Transfer Excitations in GW-BSE and Adiabatic Local TDDFT

A donor D and an acceptor A are finite, neutral, closed-shell fragments whose centres are separated by a large distance $R$ along $z$. An electron is moved from $\phi_D$, the highest occupied orbital of D, to $\phi_A$, the lowest empty orbital of A. How does the excitation energy depend on $R$ in each of two theories?

Gaussian units are used. The orbitals are real, localized on their fragments and exponentially decaying, and the excitation is a spin singlet. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones. For a two-point function $F$,

$$(pq|F|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,F(\mathbf r,\mathbf r')\,\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad v=\frac{e^2}{|\mathbf r-\mathbf r'|}.$$

Both theories give the excitation energies $\Omega$ from

$$\begin{pmatrix}A&B\\-B&-A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}X\\Y\end{pmatrix}.$$

In the Bethe-Salpeter equation (BSE), with GW quasiparticle energies $E_p$ and a statically screened interaction $W$,

$$A_{ia,jb}=(E_a-E_i)\delta_{ij}\delta_{ab}+2(ia|v|jb)-(ij|W|ab),\qquad B_{ia,jb}=2(ia|v|jb)-(ib|W|ja).$$

In adiabatic TDDFT with a local functional, with Kohn-Sham energies $\varepsilon_p$ and kernel $f_{xc}$,

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+K_{ia,jb},\qquad B_{ia,jb}=K_{ia,jb}=2(ia|v+f_{xc}|jb).$$

These equations define the two methods and are the starting point.

## (a) The exchange term

**Write the diagonal BSE element for the transition D→A. Bound the term that contains the product $g=\phi_D\phi_A$.**

Setting $i=j=D$ and $a=b=A$ gives

$$A_{DA,DA}=E_A-E_D+2(g|v|g)-(DD|W|AA).$$

The exchange integral obeys

$$(g|v|g)\le e^2\|g\|_1\,\sup_{\mathbf r}\int\frac{|g(\mathbf r')|}{|\mathbf r-\mathbf r'|}d\mathbf r',$$

where $\|g\|_1=\int|g|\,d\mathbf r$ and $\|g\|_\infty$ is the maximum of $|g|$. Split the inner integral at a distance $b$ from $\mathbf r$. Inside, replace $|g|$ by its maximum; outside, replace the inverse distance by $1/b$:

$$\int\frac{|g(\mathbf r')|}{|\mathbf r-\mathbf r'|}d\mathbf r'\le 2\pi b^2\|g\|_\infty+\frac{\|g\|_1}{b}.$$

The right side is smallest when $4\pi b\|g\|_\infty=\|g\|_1/b^2$, that is, $b^3=\|g\|_1/(4\pi\|g\|_\infty)$. The first term is then half the second, and their sum is $3\|g\|_1/(2b)$. Hence

$$(g|v|g)\le\tfrac32(4\pi)^{1/3}e^2\,\|g\|_1^{5/3}\|g\|_\infty^{1/3}.$$

If both orbitals decay at least as fast as $e^{-\kappa r}$ from their own centres, then $|g|\le C e^{-\kappa(r_1+r_2)}\le Ce^{-\kappa R}$, because the distances $r_1,r_2$ to the two centres satisfy $r_1+r_2\ge R$. Also $\|g\|_1\le1$ by the Cauchy-Schwarz inequality, since both orbitals are normalized. The exchange term is therefore exponentially small.

## (b) The direct term

**Find the large-$R$ form of $(DD|W|AA)$, first without screening and then with it.**

This integral contains the two densities $\phi_D^2$ and $\phi_A^2$, each normalized to one, so it does not need the orbitals to overlap. Measure each electron position from the centre of its own fragment and let $\mathbf d=\mathbf r_A-\mathbf r_D$. The separation of the two points is $|R\hat{\mathbf z}+\mathbf d|$, and

$$\frac1{|R\hat{\mathbf z}+\mathbf d|}=\frac1R\left(1+\frac{2d_z}{R}+\frac{d^2}{R^2}\right)^{-1/2}
=\frac1R-\frac{d_z}{R^2}+\frac{3d_z^2-d^2}{2R^3}+O(R^{-4}).$$

The last numerator collects $-d^2/2$ from the linear term of the binomial series and $\frac38(2d_z)^2=\frac32d_z^2$ from the quadratic term. Averaging over both densities,

$$(DD|v|AA)=\frac{e^2}{R}-\frac{e^2\langle d_z\rangle}{R^2}+\frac{e^2\langle3d_z^2-d^2\rangle}{2R^3}+O(R^{-4}).$$

If each fragment has a mirror plane perpendicular to $z$ through its centre, $\langle d_z\rangle=0$.

Screening adds $v\chi v$ to $v$, where $\chi$ is the density response to a potential energy. Consider the response of A. Near A, the potential of $\phi_D^2$ is the constant $e^2/R$ plus a linear term of order $R^{-2}$ and smaller terms. A constant potential induces no density in a finite fragment with a fixed number of electrons. The correction to the attraction is thus at most of order $R^{-2}$. With the mirror planes, the linear term is odd in $z$ while the response to $\phi_A^2$ is even, so this order vanishes too. The same argument applies to D. Processes in which both fragments respond involve neutral induced densities, which interact at order $R^{-3}$ or weaker. Therefore

$$(DD|W|AA)=\frac{e^2}{R}+O(R^{-2}),$$

with $O(R^{-3})$ in the mirror-symmetric case. Because the fragments are finite, no dielectric constant divides the leading term.

## (c) The quasiparticle energies

**What do $E_D$ and $E_A$ become at large $R$? Find the leading self-energy shift caused by polarization of the neighbour.**

At infinite separation each quasiparticle energy is that of an isolated fragment. Define $I_D=-E_D$ and $A_A=-E_A$ in this limit: the ionization potential of D and the electron affinity of A *within GW*. They equal the true values if the self-energy is exact.

For the polarization shift, take the part of the screened interaction due to excitations $s$ of the neighbour, with energies $\Omega_s$ and couplings $w_s$ to the density $\phi_p^2$. At imaginary frequency (measured as an energy $\nu$) it is

$$W^c(i\nu)=-\sum_s\frac{4w_s^2\Omega_s}{\Omega_s^2+\nu^2}.$$

For $\omega$ inside the fragment's energy gap, the GW self-energy contribution with $\phi_p$ as intermediate orbital is

$$\delta\Sigma_p(\omega)=-\frac1{2\pi}\int_{-\infty}^{\infty}\frac{W^c(i\nu)}{x+i\nu}\,d\nu,\qquad x=\omega-\varepsilon_p,$$

where $\varepsilon_p$ here is the starting orbital energy of the GW calculation. The part of $1/(x+i\nu)$ odd in $\nu$ integrates to zero, leaving $x/(x^2+\nu^2)$. With $\int d\nu\,[(a^2+\nu^2)(b^2+\nu^2)]^{-1}=\pi/[ab(a+b)]$ for positive $a,b$,

$$\delta\Sigma_p(\omega)=\mathrm{sgn}(x)\sum_s\frac{2w_s^2}{|x|+\Omega_s}.$$

Now let $\omega\to\varepsilon_p$ from inside the gap. For the occupied frontier level $x\to0^+$; for the empty one $x\to0^-$. The sum becomes $\sum_s2w_s^2/\Omega_s=-\frac12W^c(0)$.

Classically, a charge of magnitude $e$ produces a field $e/R^2$ at a neighbour of polarizability $\alpha$ along $z$. The polarization energy is $-\frac12\alpha(e/R^2)^2$, and the response interaction $W^c(0)$ is twice this, $-\alpha e^2/R^4$. Thus

$$\delta\Sigma_D=+\frac{e^2\alpha_A}{2R^4},\qquad \delta\Sigma_A=-\frac{e^2\alpha_D}{2R^4}.$$

Other intermediate orbitals on the same fragment form neutral transition densities with $\phi_p$; their fields fall at least as $R^{-3}$ and enter squared. Orbitals on the other fragment contribute through an overlap.

Permanent multipoles of the neutral neighbour also shift the levels. A dipole along $z$ gives order $R^{-2}$. With the mirror planes this dipole is absent and the electrostatic shift starts at order $R^{-3}$ or later. Therefore $E_A-E_D=I_D-A_A+O(R^{-2})$, improved to $O(R^{-3})$ by the symmetry.

## (d) The GW-BSE excitation energy

**Estimate the couplings to other transitions and assemble $\Omega$.**

Couplings of D→A to local excitations contain a product of orbitals on different fragments and are exponentially small. Two kinds of coupling are not:

- In $A$, another transition from D to A couples through $-(Dj|W|Ab)$. If one orbital changes, a neutral transition density meets a charge, which gives at most $R^{-2}$; if both change, at most $R^{-3}$.
- In $B$, a transition from A to D couples through $-(Db|W|jA)$, with $b$ on D and $j$ on A. Two neutral densities interact, which gives at most $R^{-3}$.

Without degeneracy, these enter the energy in second order, as $R^{-4}$ and $R^{-6}$ at most. Combining this with (a) to (c),

$$\boxed{\;\Omega_{\rm BSE}=I_D-A_A-\frac{e^2}{R}+O(R^{-2})\;}$$

and the remainder is $O(R^{-3})$ when the mirror planes are present. The first two terms are the cost of a free hole on D and a free electron on A. The third is their attraction, and it comes from $W$. If the frontier orbitals are degenerate, the matrix must first be diagonalized within the degenerate set. If a local excitation lies within the exponentially small coupling of the charge-transfer energy, the two states mix.

## (e) Adiabatic local TDDFT

**Bound the TDDFT coupling for the local density approximation (LDA), including the growth of its kernel at low density. What is the limit of $\Omega$?**

The diagonal coupling is $k=2(g|v+f_{xc}|g)$, so even the kernel multiplies $g$ on both sides. The Coulomb part was bounded in (a). The exchange energy density is $-\frac34(3/\pi)^{1/3}e^2n^{4/3}$, and two derivatives with respect to $n$ give

$$f_x=-\frac{e^2}{3}\left(\frac3\pi\right)^{1/3}n^{-2/3}\,\delta(\mathbf r-\mathbf r').$$

This diverges where the density vanishes, so a small overlap alone does not settle the matter. But $\phi_D$ is doubly occupied, so $n\ge2\phi_D^2$ everywhere, and

$$|(g|f_x|g)|\le\frac{e^2}{3}\left(\frac3\pi\right)^{1/3}2^{-2/3}\int|\phi_D|^{2/3}\phi_A^2\,d\mathbf r.$$

For orbitals decaying as $e^{-\kappa_Dr}$ and $e^{-\kappa_Ar}$, the integral falls at the rate $\min(2\kappa_D/3,\,2\kappa_A)$, apart from powers of $R$. The LDA correlation energy per electron $\epsilon_c$ varies as $\ln n$ at high density and vanishes as $n^{1/3}$ at low density, so $d^2(n\epsilon_c)/dn^2$ goes as $n^{-1}$ and $n^{-2/3}$ in these limits. Its kernel is then also bounded by a constant times $n^{-2/3}$, and the same estimate applies.

For an off-diagonal element let $h=\phi_j\phi_b$. The Cauchy-Schwarz inequality gives $|(g|v|h)|^2\le(g|v|g)(h|v|h)$, and likewise for the local kernel with $|f_{xc}|$ as weight. The factors with $h$ are finite, since $n\ge2\phi_j^2$. Every coupling of D→A is thus exponentially small.

Keeping the diagonal coupling alone, with $\Delta=\varepsilon_A-\varepsilon_D>0$, the $2\times2$ problem gives

$$\Omega^2=(A-B)(A+B)=\Delta(\Delta+2k),\qquad \Omega=\Delta+k+O(k^2).$$

Hence, away from degeneracy,

$$\boxed{\;\Omega_{\rm TDDFT}=\varepsilon_A-\varepsilon_D+\text{exponentially small terms}\;}$$

There is no $e^2/R$ term. To supply one through $(g|f_{xc}|g)$, the kernel would have to grow exponentially with $R$ to compensate for $g^2$.

The absence of an $e^2/R$ term does not make $\Omega$ independent of distance. The neighbour's permanent multipoles still shift the Kohn-Sham levels by inverse powers of $R$, as in (c). The neutral starting point also requires each fragment's highest occupied level to lie below the other's lowest empty level; otherwise the ground state transfers charge. For gradient functionals the conclusion holds if the kernel does not grow fast enough in the density tails to defeat the overlap.

Adding $-e^2/R$ by hand would repair the distance law but not the limit $R\to\infty$, since nothing in the derivation makes $\varepsilon_A-\varepsilon_D$ equal to $I_D-A_A$.

## (f) Two butadiene molecules

**Compare the two laws for a planar s-trans donor facing a parallel s-cis acceptor, with $R$ the distance between the molecular planes.**

The geometries are idealized and the basis is STO-3G. GW starts from Hartree-Fock, and the BSE uses four occupied and four empty orbitals of the pair. All eight are π orbitals, so the σ–π couplings that give the $R^{-4}$ term of part (d) are left out by symmetry. TDDFT uses the LDA and the full orbital space, on the coarsest standard integration grid. Its absolute energies are therefore quoted to 0.01 eV only, and differences are taken on the same grid. The molecular planes are the mirror planes of part (b), so the BSE remainder should fall as $R^{-3}$.

The isolated molecules give $I_D=7.040$ eV and $A_A=-6.647$ eV, so

$$I_D-A_A=7.040+6.647=13.687\ \text{eV}=0.5030\ \text{hartree}.$$

These values are far from basis convergence: in 6-31G, $I_D=8.54$ eV and $A_A=-2.59$ eV, so $I_D-A_A$ drops to 11.12 eV. A negative affinity also means that the added electron is not bound, and the BSE charge-transfer energies below lie above $I_D$; only the finite basis keeps $\phi_A$ localized and the state discrete. The energies test the distance laws and are not predictions for real butadiene.

At $R=6$ Å, $e^2/R=2.400$ eV. The leading law gives $13.687-2.400=11.287$ eV, and the BSE gives 11.420 eV.

| $R$ (Å) | leading law (eV) | BSE (eV) | TDDFT (eV) |
|---|---|---|---|
| 6 | 11.287 | 11.420 | 4.55 |
| 15 | 12.727 | 12.737 | not computed |
| 30 | 13.207 | 13.208 | 4.55 |

The 133 meV excess of the BSE over the law at 6 Å can be resolved. The bare attraction is 2.306 eV instead of 2.400 eV, which contributes 94 meV. Screening lowers it further to 2.264 eV, which contributes 43 meV. The GW gap of the pair is 4 meV below its isolated limit. The remaining 0.7 meV is almost entirely the exchange term, 0.68 meV for these Hartree-Fock orbitals, whose hole has a weight of $1.3\times10^{-4}$ on the acceptor. With the full orbital space the σ–π couplings lower the energy by a further 1.1 to 1.3 meV, to 11.419 eV, and the excess becomes 132 meV.

Between 15 and 30 Å the excess falls from 9.86 to 1.27 meV, a decay power of 2.96. In the full orbital space it falls from 9.82 to 1.26 meV with the same power, and the off-diagonal contribution there decays as $R^{-4}$. The $R^{-3}$ coefficient of the bare attraction, in units of $e^2$, is $-5.51$ bohr² from the orbital moments and $-5.49$ bohr² from the integral at 30 Å. There the polarization shifts of the self-energy, taken at the Hartree-Fock orbital energies, are $+3.93$ and $-3.90$ μeV, against $+3.86$ and $-3.94$ μeV from part (c); at the quasiparticle energies they are about 5% smaller. They scale with the STO-3G polarizability along $z$, about 3 bohr³, which already triples in 6-31G. With $W$ deleted, the BSE energy returns to the GW gap at all three distances.

From 6 to 30 Å the BSE energy rises by 1.788 eV, while the TDDFT energy changes by $-0.7$ meV. For the LDA orbitals at 6 Å, $(g|v|g)$ is $5.8\times10^{-6}$ eV, below its bound of $8.6\times10^{-5}$ eV (both move by about 1% on the next finer grid), and the TDDFT energy agrees with the Kohn-Sham gap on the same grid to 0.1 meV.

Gaussian basis functions decay faster than true orbitals, so the exchange kernel was also examined for exponential model orbitals with $\kappa_D=0.9$ and $\kappa_A=0.7$ bohr⁻¹. The acceptor's occupied orbital decays with 1.1 bohr⁻¹. Between 15 and 20 bohr, $|(g|f_x|g)|$ falls from $8.2\times10^{-6}$ to $8.8\times10^{-8}$ eV. Its mean decay rate is 0.91 bohr⁻¹, above the guaranteed $2\kappa_D/3=0.60$ bohr⁻¹.

## Computed results

```
butadiene pair, STO-3G; donor s-trans, acceptor s-cis
C-C, C=C, C-H lengths: 1.46, 1.34, 1.09 angstrom
GW IP of donor: 7.0401 eV
GW EA of acceptor: -6.6468 eV
IP - EA: 13.6869 eV = 0.502983 hartree
self-energy, pole sum: -0.319157 eV
self-energy, frequency integral: -0.319157 eV
R = 6 angstrom: e^2/R = 2.3999 eV, W = 2.2636 eV, v = 2.3063 eV
  GW gap 13.6829 eV, BSE 11.4200 eV, BSE without W 13.6829 eV
  IP-EA-e^2/R 11.2869 eV, BSE minus law 133.084 meV
R = 15 angstrom: e^2/R = 0.9600 eV, W = 0.9500 eV, v = 0.9535 eV
  GW gap 13.6868 eV, BSE 12.7367 eV, BSE without W 13.6868 eV
  IP-EA-e^2/R 12.7269 eV, BSE minus law 9.861 meV
R = 30 angstrom: e^2/R = 0.4800 eV, W = 0.4787 eV, v = 0.4792 eV
  GW gap 13.6869 eV, BSE 13.2081 eV, BSE without W 13.6869 eV
  IP-EA-e^2/R 13.2069 eV, BSE minus law 1.266 meV
decay power of BSE minus law, 15 to 30 angstrom: 2.962
R^-3 coefficient of v, from integral: -5.491 bohr^2
R^-3 coefficient of v, from moments: -5.509 bohr^2
polarizability along R: donor 2.989, acceptor 2.928 bohr^3
self-energy shifts at 30 angstrom, computed and e^2 alpha/(2R^4) law:
  occupied level of D: 3.935 and 3.856 microeV
  empty level of A: -3.898 and -3.937 microeV
LDA gap from isolated molecules: 4.5507 eV
R = 6 angstrom: LDA gap 4.5513 eV, TDDFT 4.5513 eV
  integral of |phi_D phi_A|: 1.479e-03
  Coulomb coupling (g|v|g): 5.763e-06 eV, bound 8.621e-05 eV
R = 30 angstrom: LDA gap 4.5507 eV, TDDFT 4.5507 eV
change from 6 to 30 angstrom, BSE: 1.7881 eV
change from 6 to 30 angstrom, TDDFT: -0.0007 eV
change of -e^2/R, 6 to 30 angstrom: 1.9200 eV
model decay constants D, A, A occupied: 0.9, 0.7, 1.1 1/bohr
exchange-kernel coupling at 15 bohr: 8.198e-06 eV
exchange-kernel coupling at 20 bohr: 8.805e-08 eV
its decay rate: 0.907 1/bohr, guaranteed rate 0.600 1/bohr
```
